# Linear Screening Length of Doubly Charged Vacancies and Its Validity: verification in Python

```python
"""
Result under test: mobile ions of charge z*e and mean density n, in a fixed
uniform neutralizing background, have the linear screening length
    lambda = sqrt(eps*k*T/(z^2 e^2 n)),   eps = absolute permittivity.
For z=2, n=1e20 cm^-3, eps_r=25, T=300 K this is near 0.30 nm, but discrete
ions cannot screen one another within that distance.
Symbols: a = ion-sphere radius, l = z^2 e^2/(4 pi eps k T), Gamma = l/a,
u = z e phi/(k T), phi = potential relative to the bulk.
Monte Carlo lengths are in units of a, energies in units of z^2e^2/(4 pi eps a).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.special import erfc, expit

e, kB, eps0 = const.e, const.k, const.epsilon_0
z, n_cm, eps_r, T = 2, 1e20, 25.0, 300.0
n = n_cm * 1e6
eps = eps_r * eps0
kT = kB * T


def screening_length(density, temperature=T, permittivity=eps_r):
    return np.sqrt(permittivity * eps0 * kB * temperature
                   / (z**2 * e**2 * density))


lam = screening_length(n)
a = (3 / (4 * np.pi * n))**(1 / 3)
l = z**2 * e**2 / (4 * np.pi * eps * kT)
Gamma = l / a
spacing = n**(-1 / 3)
N_D = 4 * np.pi / 3 * n * lam**3
thermal_V = kT / (z * e)
sigma0 = eps * thermal_V / lam

# --- Nonlinear Poisson equation solved numerically, x in nm, phi in V ---
source = z * e * n / eps * 1e-18


def solve_poisson(phi_surface):
    x = np.linspace(0, 4, 250)
    guess = phi_surface * np.exp(-x / 0.4)

    def rhs(x, y):
        return np.vstack((y[1], -source * np.expm1(-y[0] / thermal_V)))

    def boundary(left, right):
        return np.array([left[0] - phi_surface, right[0]])

    sol = solve_bvp(rhs, boundary, x, np.vstack((guess, -guess / 0.4)),
                    tol=1e-7, max_nodes=20000)
    assert sol.success
    return sol


weak = solve_poisson(1e-4).sol(0.3)
lam_numeric = -weak[0] / weak[1]
assert abs(lam_numeric / (lam * 1e9) - 1) < 0.005


def charge_function(u):
    return np.sqrt(2 * (u + np.exp(-u) - 1))


for phi_s in (0.05, -0.05):
    field = -solve_poisson(phi_s).sol(0.0)[1] * 1e9
    sigma_formula = (np.sign(phi_s) * sigma0
                     * charge_function(phi_s / thermal_V))
    assert abs(eps * field / sigma_formula - 1) < 0.002

# --- Linear theory around one ion: charge fraction and energy ---
fraction_linear = 1 - 2 * np.exp(-1)
fraction_quad = quad(lambda x: x * np.exp(-x), 0, 1)[0]
assert abs(fraction_linear - fraction_quad) < 1e-10
energy_linear = -l / (2 * lam)
# integral of (n/2)*(l/r)*(g-1), with g-1 = -(l/r)*exp(-r/lambda)
energy_quad = -2 * np.pi * n * l**2 * lam * quad(
    lambda x: np.exp(-x), 0, np.inf)[0]
assert abs(energy_linear / energy_quad - 1) < 1e-8
assert fraction_linear > (lam / a)**3
assert energy_linear < -0.9 * Gamma
half_linear = lam * brentq(lambda x: (1 + x) * np.exp(-x) - 0.5, 0.1, 5)

# Density at which a sphere of radius lambda holds one vacancy
log_n_one = brentq(lambda q: np.log(4 * np.pi / 3 * 10**q
                                    * screening_length(10**q)**3), 18, 28)
n_one = 10**log_n_one
assert abs(screening_length(n_one) / (3 * l) - 1) < 1e-6
assert abs(N_D / (lam / (3 * l)) - 1) < 1e-6

# --- Monte Carlo of discrete ions with Ewald sums ---
cells = 3
N = 2 * cells**3
V = 4 * np.pi * N / 3
L = V**(1 / 3)
grid = np.array(np.meshgrid(*[np.arange(-5, 6)] * 3,
                            indexing="ij")).reshape(3, -1).T
mx, my, mz = grid.T
half = (mx > 0) | ((mx == 0) & ((my > 0) | ((my == 0) & (mz > 0))))
grid = grid[half & ((grid**2).sum(1) <= 27)]
kvec = 2 * np.pi / L * grid
k2 = (kvec**2).sum(1)
upper = np.triu_indices(N, 1)


def pair_distances(pos):
    d = pos[:, None] - pos[None]
    d -= L * np.round(d / L)
    return np.sqrt((d**2).sum(2))[upper]


def k_weights(alpha):
    return 4 * np.pi / V * np.exp(-k2 / (4 * alpha**2)) / k2


def ewald_energy(pos, alpha):
    r = pair_distances(pos)
    rho = np.exp(1j * (pos @ kvec.T)).sum(0)
    total = (erfc(alpha * r) / r).sum()
    total += (k_weights(alpha) * np.abs(rho)**2).sum()
    total -= alpha * N / np.sqrt(np.pi) + np.pi * N**2 / (2 * V * alpha**2)
    return total


def monte_carlo(gamma, sweeps, equilibration, step, seed):
    rng = np.random.default_rng(seed)
    corners = np.array(np.meshgrid(*[np.arange(cells)] * 3,
                                   indexing="ij")).reshape(3, -1).T
    pos = np.vstack((corners, corners + 0.5)) * L / cells
    alpha = 5.6 / L
    weights = k_weights(alpha)
    phase = np.exp(1j * (pos @ kvec.T))
    rho = phase.sum(0)
    energy = ewald_energy(pos, alpha)
    edges = np.linspace(0, 3, 61)
    counts = np.zeros(60)
    close_pairs, accepted, energies = 0, 0, []
    for sweep in range(sweeps):
        shifts = step * (rng.random((N, 3)) - 0.5)
        thresholds = np.log(1 - rng.random(N))
        for i in range(N):
            new = pos[i] + shifts[i]
            d = pos[None] - np.array((new, pos[i]))[:, None]
            d -= L * np.round(d / L)
            r = np.sqrt((d * d).sum(2))
            r[:, i] = 1e6
            real = (erfc(alpha * r) / r).sum(1)
            new_phase = np.exp(1j * (kvec @ new))
            new_rho = rho + new_phase - phase[i]
            change = real[0] - real[1] + weights @ (
                new_rho.real**2 + new_rho.imag**2
                - rho.real**2 - rho.imag**2)
            if thresholds[i] < -gamma * change:
                pos[i], phase[i], rho = new, new_phase, new_rho
                energy += change
                accepted += 1
        if sweep >= equilibration:
            r = pair_distances(pos)
            counts += np.histogram(r, edges)[0]
            close_pairs += (r < lam / a).sum()
            energies.append(energy / N)
    assert abs(energy - ewald_energy(pos, alpha)) < 1e-6 * N
    assert abs(energy - ewald_energy(pos, 5.0 / L)) < 3e-3 * N
    energies = np.array(energies)
    blocks = np.array([b.mean() for b in np.array_split(energies, 10)])
    neighbours = 2 * counts / (N * len(energies))
    return dict(u=gamma * energies.mean(), lowest=energies.min(),
                error=gamma * blocks.std(ddof=1) / np.sqrt(10),
                neighbours=neighbours, edges=edges,
                close=2 * close_pairs / (N * len(energies)),
                acceptance=accepted / (N * sweeps))


def first_crossing(x, y, level):
    i = int(np.argmax(y > level))
    return x[i-1] + (level - y[i-1]) * (x[i] - x[i-1]) / (y[i] - y[i-1])


strong = monte_carlo(Gamma, 750, 150, 1.2, 11)
gamma_weak = 0.3
control = monte_carlo(gamma_weak, 500, 50, L, 12)
control_linear = -np.sqrt(3) / 2 * gamma_weak**1.5
ratio_control = control["u"] / control_linear
ratio_strong = strong["u"] / energy_linear
assert 0.75 < ratio_control < 1.15
assert ratio_strong < 0.5
assert strong["lowest"] > -0.9 and control["lowest"] > -0.9

edges = strong["edges"]
g = strong["neighbours"] / np.diff(edges**3)
g_half = a * first_crossing((edges[1:] + edges[:-1]) / 2, g, 0.5)
screened = edges**3 - np.concatenate(([0], np.cumsum(strong["neighbours"])))
half_mc = a * first_crossing(edges, screened, 0.5)
fraction_mc = (lam / a)**3 - strong["close"]
assert half_mc > 1.5 * half_linear and g_half > 3 * lam
assert fraction_mc < 0.1 * fraction_linear

# --- Rough device values and neglected effects ---
film_nm, site_cm, breakdown = 10.0, 5.5e22, 4.0
site_spacing = (site_cm * 1e6)**(-1 / 3)
lam_site = lam / np.sqrt(1 - n_cm / site_cm)


def surface_state(sigma):
    def mismatch(u):
        return u + np.exp(-u) - 1 - (sigma / sigma0)**2 / 2
    depleted = brentq(mismatch, 0, (sigma / sigma0)**2 / 2 + 2)
    accumulated = brentq(mismatch, -30, 0)
    return depleted * thermal_V, accumulated * thermal_V, \
        n_cm * np.exp(-accumulated)


# Mobile electrons of density z*n, free-electron mass, Fermi statistics
Nc = 2 * (const.m_e * kT / (2 * np.pi * const.hbar**2))**1.5


def electron_density(eta):
    integral = quad(lambda s: 2 * s**2 * expit(eta - s**2), 0, 12)[0]
    return Nc * 2 / np.sqrt(np.pi) * integral


eta = brentq(lambda q: electron_density(q) / (z * n) - 1, -5, 40)
dn_deta = (electron_density(eta + 0.01) - electron_density(eta - 0.01)) / 0.02
lam_electrons = np.sqrt(eps * kT / (e**2 * (z**2 * n + dn_deta)))


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("Vacancy charge number z", z)
show("Vacancy density n", n_cm, "cm^-3")
show("Relative permittivity", eps_r)
show("Temperature", T, "K")
show("Thermal energy kT", kT / e, "eV")
show("Linear limit potential kT/(ze)", thermal_V * 1e3, "mV")
show("Screening length lambda", lam * 1e9, "nm")
show("Screening length, converted", lam * 1e10, "angstrom")
show("Decay length from numerical Poisson solution", lam_numeric, "nm")
show("Vacancy spacing n^(-1/3)", spacing * 1e9, "nm")
show("Ion-sphere radius a", a * 1e9, "nm")
show("Coupling length l", l * 1e9, "nm")
show("Coupling Gamma", Gamma)
show("Vacancies in sphere of radius lambda", N_D)
show("Density for one vacancy in that sphere", n_one / 1e6, "cm^-3")
show("lambda at that density", screening_length(n_one) * 1e9, "nm")
show("Screened fraction within lambda, linear", fraction_linear)
show("Screened fraction within lambda, upper bound", (lam / a)**3)
show("Screened fraction within lambda, Monte Carlo", fraction_mc)
show("Half-screening radius, linear", half_linear * 1e9, "nm")
show("Half-screening radius, Monte Carlo", half_mc * 1e9, "nm")
show("Radius where g=1/2, Monte Carlo", g_half * 1e9, "nm")
show("Energy per vacancy, linear", energy_linear, "kT")
show("Energy per vacancy, lower bound", -0.9 * Gamma, "kT")
show("Energy per vacancy, Monte Carlo", strong["u"], "kT")
show("Monte Carlo statistical error", strong["error"], "kT")
show("Number of ions in Monte Carlo box", N)
show("Weak-coupling control Gamma", gamma_weak)
show("Energy ratio Monte Carlo/linear, control", ratio_control)
show("Energy ratio Monte Carlo/linear, this case", ratio_strong)
show("Charge scale sigma_0", sigma0 * 100, "uC/cm2")
show("Rough film thickness", film_nm, "nm")
show("Rough anion-site density", site_cm, "cm^-3")
show("Anion-site spacing", site_spacing * 1e9, "nm")
show("Occupied fraction of anion sites by vacancies", n_cm / site_cm)
show("lambda with site exclusion", lam_site * 1e9, "nm")
for sigma_uC in (1.0, 20.0):
    sigma = sigma_uC / 100
    dep, acc, n_acc = surface_state(sigma)
    tag = f"Charge {sigma_uC:g} uC/cm2"
    show(tag + ", depletion potential", dep, "V")
    show(tag + ", accumulation potential", acc, "V")
    show(tag + ", accumulated point-ion density", n_acc, "cm^-3")
    show(tag + ", full-depletion width", sigma / (z * e * n) * 1e9, "nm")
    show(tag + ", unscreened field", sigma / eps / 1e8, "MV/cm")
show("Rough breakdown field", breakdown, "MV/cm")
show("Electron chemical potential/kT (free mass)", eta)
show("lambda with mobile electrons", lam_electrons * 1e9, "nm")
for temp in (358.0, 773.0):
    show(f"lambda at {temp:g} K", screening_length(n, temp) * 1e9, "nm")
show("lambda at rough electronic permittivity 4.5",
     screening_length(n, T, 4.5) * 1e9, "nm")
for barrier in (0.7, 1.0):
    hop = np.exp(barrier * e / kT) / 1e13
    show(f"Hop time, barrier {barrier:g} eV, attempts 1e13/s", hop, "s")
print("PASS")
```

It prints:

```
Vacancy charge number z: 2
Vacancy density n: 1e+20 cm^-3
Relative permittivity: 25
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Linear limit potential kT/(ze): 12.93 mV
Screening length lambda: 0.2988 nm
Screening length, converted: 2.988 angstrom
Decay length from numerical Poisson solution: 0.299 nm
Vacancy spacing n^(-1/3): 2.154 nm
Ion-sphere radius a: 1.337 nm
Coupling length l: 8.912 nm
Coupling Gamma: 6.668
Vacancies in sphere of radius lambda: 0.01118
Density for one vacancy in that sphere: 1.249e+16 cm^-3
lambda at that density: 26.74 nm
Screened fraction within lambda, linear: 0.2642
Screened fraction within lambda, upper bound: 0.01118
Screened fraction within lambda, Monte Carlo: 0.01118
Half-screening radius, linear: 0.5015 nm
Half-screening radius, Monte Carlo: 1.073 nm
Radius where g=1/2, Monte Carlo: 1.414 nm
Energy per vacancy, linear: -14.91 kT
Energy per vacancy, lower bound: -6.001 kT
Energy per vacancy, Monte Carlo: -5.178 kT
Monte Carlo statistical error: 0.006474 kT
Number of ions in Monte Carlo box: 54
Weak-coupling control Gamma: 0.3
Energy ratio Monte Carlo/linear, control: 0.9021
Energy ratio Monte Carlo/linear, this case: 0.3472
Charge scale sigma_0: 0.9575 uC/cm2
Rough film thickness: 10 nm
Rough anion-site density: 5.5e+22 cm^-3
Anion-site spacing: 0.263 nm
Occupied fraction of anion sites by vacancies: 0.001818
lambda with site exclusion: 0.2991 nm
Charge 1 uC/cm2, depletion potential: 0.01632 V
Charge 1 uC/cm2, accumulation potential: -0.01151 V
Charge 1 uC/cm2, accumulated point-ion density: 2.436e+20 cm^-3
Charge 1 uC/cm2, full-depletion width: 0.3121 nm
Charge 1 uC/cm2, unscreened field: 0.4518 MV/cm
Charge 20 uC/cm2, depletion potential: 2.833 V
Charge 20 uC/cm2, accumulation potential: -0.06998 V
Charge 20 uC/cm2, accumulated point-ion density: 2.246e+22 cm^-3
Charge 20 uC/cm2, full-depletion width: 6.242 nm
Charge 20 uC/cm2, unscreened field: 9.035 MV/cm
Rough breakdown field: 4 MV/cm
Electron chemical potential/kT (free mass): 4.639
lambda with mobile electrons: 0.2788 nm
lambda at 358 K: 0.3264 nm
lambda at 773 K: 0.4797 nm
lambda at rough electronic permittivity 4.5: 0.1268 nm
Hop time, barrier 0.7 eV, attempts 1e13/s: 0.05748 s
Hop time, barrier 1 eV, attempts 1e13/s: 6299 s
PASS
```
